# Comment on the Landé interval rule and the mercury 6s6p triplet

## The argument under review

The argument submitted for comment runs as follows.

> Spin-orbit coupling is a scalar product of an orbital vector and a spin vector. Inside a term with given $L$ and $S$, rotational symmetry makes it proportional to $\mathbf L\cdot\mathbf S$. Hence $E_J-E_{J-1}=AJ$, and in any $^3P$ term the upper interval is twice the lower one. The strength of the coupling sets $A$ but cannot change the ratio. Mercury 6s6p has a ratio of roughly 2.6, so one of its levels must have been wrongly assigned.

The second sentence is correct. The question is whether the conclusion follows from it, and in particular what the words "inside a term" assume. I first work out the case in which the argument holds, then the part of the spin-orbit operator that it leaves out, and then ask whether that part accounts for mercury in size as well as in direction.

## The Hamiltonian

Take one s and one p electron outside closed shells, with a single radial function for the p electron. Atomic units are used in the algebra. The s electron has no orbital angular momentum, so the spin-orbit operator is $\zeta\,\mathbf l\cdot\mathbf s_p$, with $\zeta>0$. Other configurations and the magnetic interactions between the two electrons are neglected.

There are $2\times 6=12$ determinants $|s\sigma,\,p_m\sigma'\rangle$. The Coulomb repulsion between two of them is a direct minus an exchange integral. The direct part has the same value for every $^3P$ and $^1P$ state, and I take it as the zero of energy. In the exchange part the s orbital of one determinant is paired with the p orbital of the other. Since the repulsion does not act on spin, this part vanishes unless the two spins are interchanged between the determinants. By rotational symmetry it is diagonal in $m$ and independent of $m$. Therefore

$$H=\zeta\,\mathbf l\cdot\mathbf s_p-K\,P ,$$

where $P$ interchanges the spins of the s and p electrons. The exchange integral $K$ is positive, because it is the electrostatic self-repulsion of the overlap density of the two orbitals. Triplet spin functions are symmetric, $P=+1$, and singlet functions antisymmetric, $P=-1$. Without spin-orbit coupling the triplet lies at $-K$ and the singlet at $+K$.

## Where the argument is right

Let $\mathbf S=\mathbf s_s+\mathbf s_p$ and split the spin of the p electron into two parts:

$$\mathbf s_p=\tfrac12\mathbf S+\mathbf d,\qquad \mathbf d=\tfrac12(\mathbf s_p-\mathbf s_s).$$

The first part is unchanged when the two spins are interchanged; the second changes sign. Between two triplet states, which are both symmetric, $\mathbf d$ has no matrix elements. With $\mathbf l=\mathbf L$, the spin-orbit operator inside the triplet is thus $\tfrac12\zeta\,\mathbf L\cdot\mathbf S$, and for $L=S=1$

$$\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-4\right]=-2,\;-1,\;+1\quad\text{for } J=0,1,2 .$$

The triplet energies are then

$$E_0=-K-\zeta,\qquad T_1=-K-\tfrac12\zeta,\qquad E_2=-K+\tfrac12\zeta .$$

I write $T_1$ instead of $E_1$ because this value will be changed below. The intervals are $\zeta/2$ and $\zeta$, and their ratio is 2. This is the Landé rule with $A=\zeta/2$.

## What the argument leaves out

The operator $\mathbf d$ vanishes within the triplet, but it connects the triplet with the singlet. "Inside a term" is therefore not a consequence of symmetry. It is first-order perturbation theory, in which these connections are dropped. Rotational symmetry conserves $J$, not $S$. The singlet has $J=1$, so $^3P_0$ and $^3P_2$ have no partner in this configuration and stay where they are, while $^3P_1$ mixes with $^1P_1$.

The size of the coupling element $v$ follows from jj coupling. For a p electron

$$\mathbf l\cdot\mathbf s_p=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

which is $-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$. Combined with the spin $\tfrac12$ of the s electron, $j=\tfrac12$ gives $J=0,1$ and $j=\tfrac32$ gives $J=1,2$. For each $M$, the space with $J=1$ thus contains one state of each $j$, and the spin-orbit matrix in it has the eigenvalues $-\zeta$ and $\zeta/2$. Their product is the determinant, $-\zeta^2/2$. In the basis $(^3P_1,{}^1P_1)$ the diagonal elements of the same matrix are $-\zeta/2$ and $0$, so its determinant is $-v^2$. Hence $v=\zeta/\sqrt2$, with a sign that depends on the phases of the basis states and does not affect the energies. Adding the exchange energy gives

$$H_{J=1}=\begin{pmatrix}-K-\tfrac12\zeta & \zeta/\sqrt2\\ \zeta/\sqrt2 & K\end{pmatrix}.$$

The mean of the diagonal elements is $-\zeta/4$, and half their difference is $a=K+\zeta/4$. The eigenvalues are $-\zeta/4\pm\sqrt{a^2+\zeta^2/2}$. Since $T_1=-\zeta/4-a$, the lower one is

$$E_1=T_1-\delta,\qquad \delta=\sqrt{a^2+\tfrac12\zeta^2}-a>0 .$$

The singlet pushes $^3P_1$ down by $\delta$ and is itself pushed up by the same amount, because the trace is fixed. The lower interval shrinks to $\zeta/2-\delta$, the upper one grows to $\zeta+\delta$, and

$$R=\frac{E_2-E_1}{E_1-E_0}=\frac{\zeta+\delta}{\zeta/2-\delta},\qquad R-2=\frac{3\delta}{\zeta/2-\delta}.$$

The denominator is positive, since $(a+\zeta/2)^2-(a^2+\zeta^2/2)=a\zeta-\zeta^2/4=K\zeta>0$, which means $\delta<\zeta/2$. In this model, then, $R>2$ for every positive $K$ and $\zeta$.

A numerical test separates this cause from others. In the full problem of twelve determinants, deleting the blocks between singlet and triplet, and nothing else, restores the ratio 2.

## Two limits

**Weak spin-orbit coupling.** Multiplying and dividing $\delta$ by the sum of the root and $a$ gives

$$\delta=\frac{\zeta^2/2}{\sqrt{a^2+\zeta^2/2}+a}\approx\frac{\zeta^2}{4K}\quad(\zeta\ll K),\qquad R\approx2+\frac{3\zeta}{2K}.$$

The deviation is of first order in $\zeta/K$ although the shift is of second order in $\zeta$, because the shift is compared with an interval that is itself proportional to $\zeta$. For $K/\zeta=10$ the estimate is 2.15 and the matrix gives 2.154. For $K/\zeta=1$ the estimate is 3.5 and the matrix gives 3.78. So the strength of the coupling does affect the ratio, through $\zeta/K$.

**Strong spin-orbit coupling.** Here the states with definite $j$ are the natural basis. For the eigenvalue $-\zeta$, the first row of the spin-orbit matrix reads $\tfrac12\zeta x+\zeta y/\sqrt2=0$, where $x$ and $y$ are the triplet and singlet amplitudes. Thus $y=-x/\sqrt2$, and after normalization

$$|\tfrac12\rangle=\sqrt{\tfrac23}\,|^3P_1\rangle-\sqrt{\tfrac13}\,|^1P_1\rangle,\qquad
|\tfrac32\rangle=\sqrt{\tfrac13}\,|^3P_1\rangle+\sqrt{\tfrac23}\,|^1P_1\rangle .$$

The exchange energy is $-K$ for the triplet and $+K$ for the singlet. Its diagonal elements are $-\tfrac23K+\tfrac13K=-\tfrac13K$ and $-\tfrac13K+\tfrac23K=+\tfrac13K$, and its off-diagonal element is $-\tfrac{\sqrt2}{3}K-\tfrac{\sqrt2}{3}K$. The same Hamiltonian therefore reads

$$H_{J=1}=\begin{pmatrix}-\zeta-\tfrac13K & -\tfrac{2\sqrt2}{3}K\\ -\tfrac{2\sqrt2}{3}K & \tfrac12\zeta+\tfrac13K\end{pmatrix}.$$

To first order in $K$, the lower $J=1$ level lies $(-\zeta-K/3)-(-\zeta-K)=2K/3$ above the $J=0$ level, while the $J=2$ level is about $3\zeta/2$ away. The levels form pairs according to the $j$ of the p electron, and $R\approx 9\zeta/(4K)$ grows without limit as $K\to0$. The lower $J=1$ state is then only two thirds triplet, so "the triplet" no longer names a group of three levels to which an interval rule could apply.

## Mercury: direction and size

Three rough measured sizes describe 6s6p well enough for the present question: the span $W=E_2-E_0$ is about 0.8 eV, the distance $D$ from $^3P_0$ to $^1P_1$ is about 2.0 eV, and the interval ratio is about 2.6. The matrix has two parameters, $\zeta$ and $K$. The span and the distance fix them, and the position of $^3P_1$ is then a prediction.

Because $^3P_0$ and $^3P_2$ do not mix, $W=3\zeta/2$, so $\zeta=2W/3=0.533$ eV. The shift can be found without first solving for $K$. With $E_S$ the upper eigenvalue, the characteristic polynomial can be written in two ways:

$$(E-T_1)(E-K)-v^2=(E-E_1)(E-E_S).$$

At $E=T_1$ the left side is $-v^2$ and the right side is $\delta\,(T_1-E_S)$. Since $T_1$ lies $\zeta/2$ above $E_0$, we have $E_S-T_1=D-\zeta/2$, and

$$\delta=\frac{v^2}{D-\zeta/2}=\frac{(0.377\ \text{eV})^2}{1.733\ \text{eV}}=0.082\ \text{eV}.$$

In atomic units the shift is 0.0030 hartree. The trace gives $E_S=K+\delta$, so $D=2K+\zeta+\delta$ and $K=0.692$ eV. The ratio $K/\zeta$ is about 1.3, which is not a weak-coupling case.

The lower interval is $0.267-0.082=0.185$ eV and the upper one $0.533+0.082=0.615$ eV. Their ratio is 3.3.

This settles one point against the submitted argument: in an sp configuration, singlet-triplet mixing alone gives correctly assigned levels a ratio above 2. The direction is specific to sp: in $p^2$ it is $^3P_0$ and $^3P_2$ that have singlet partners, and the ratio falls below 2. It also rules out the simple reply that this matrix reproduces mercury. The prediction moves in the right direction but goes too far. The roughness of the inputs does not remove the discrepancy. When $W$ and $D$ vary by half a unit in their last digit, the predicted ratio runs from 3.15 to 3.55, still above 2.6.

The mixing responsible is small. The first row of the eigenvalue equation for $E_1$ gives $\delta x+vy=0$, so the singlet weight in $^3P_1$ is

$$\frac{y^2}{x^2+y^2}=\frac{\delta^2}{v^2+\delta^2}=\frac{\delta}{E_S-E_1}=\frac{0.082}{2.0-0.185}\approx0.045 ,$$

where $v^2=\delta(E_S-T_1)$ was used. A state that is about 95 percent triplet can thus violate the interval rule strongly. The shift is small compared with the singlet-triplet distance, but it is about 30 percent of the unshifted lower interval of 0.267 eV.

## Fitting the ratio of 2.6

The value $v=\zeta/\sqrt2$ rests on the assumption that the p electron has the same radial function in both terms. If this is given up, the coupling element becomes $v=\lambda\zeta/\sqrt2$ with a factor $\lambda$ that need not be 1. The symbol $\zeta$ then refers to the triplet, and $2K$ is the singlet-triplet separation before spin-orbit coupling, no longer twice one exchange integral.

The two triplet intervals add up to $W$, so $E_1-E_0=W/(1+R)$. With $W=3\zeta/2$ the required shift is

$$\delta=\frac{\zeta}{2}-\frac{3\zeta}{2(1+R)} .$$

Inserting this into $\lambda^2\zeta^2/2=\delta\,(D-\zeta/2)$ and dividing by $\zeta^2/2$ gives

$$\lambda^2=\left(1-\frac{3}{1+R}\right)\left(\frac D\zeta-\frac12\right).$$

For $R=2.6$ the first factor is 0.167 and the second is 3.25, hence $\lambda^2=0.54$ and $\lambda=0.74$. Rounding of the three inputs allows values from 0.68 to 0.80; the unrounded levels give about 0.76. The shift is now 0.044 eV, a little over half the earlier value, the intervals are 0.222 and 0.578 eV, and the singlet weight falls to 0.025.

This is a fit. Four levels have three independent separations, and $\zeta$, $K$ and $\lambda$ are three parameters. The agreement with 2.6 is built in and is no evidence for the matrix. If the whole discrepancy is assigned to the coupling element, $\lambda$ must be below 1, and this needs a physical reason. It is not the only possibility: with $\lambda=1$, an upward shift of $^3P_1$ by about 0.04 eV from an effect outside the matrix would also give 2.6.

## A possible reason for the reduced coupling

Exchange raises the singlet and lowers the triplet. If the exchange integral grows as the p orbital contracts towards the s orbital, the singlet gains by expanding and the triplet by contracting. A model atom can show whether this reduces the coupling. It has core charge 2, a frozen s orbital proportional to $e^{-2r}$, and a p orbital with radial part $N_\alpha\,r\,e^{-\alpha r}$, whose exponent is chosen to minimize the energy of each term separately. It is not a model of mercury: its s and p orbitals lie in different shells. Nor does it give the fine structure of helium, where the neglected magnetic interactions between the electrons are not small.

The minimum lies at $\alpha_S=0.482$ per bohr for the singlet and $\alpha_T=0.544$ per bohr for the triplet. Without exchange it lies between them, at 0.509. The mean radii of the p orbital are 2.74 angstrom in the singlet and 2.43 angstrom in the triplet.

I take the spin-orbit operator in the bare Coulomb field of the core and neglect the screening by the s electron. Its radial factor is then proportional to $r^{-3}$. Normalization gives $N_\alpha^2=(2\alpha)^5/24$, and the integral between two such orbitals is

$$N_\alpha N_\beta\int_0^\infty r^2\,\frac{r^2e^{-(\alpha+\beta)r}}{r^3}\,dr=\frac{N_\alpha N_\beta}{(\alpha+\beta)^2}.$$

Dividing the singlet-triplet integral by the triplet one, with $x=\alpha_S/\alpha_T$,

$$\lambda=\frac{4x^{5/2}}{(1+x)^2}.$$

This is 1 at $x=1$. Its logarithmic derivative, $5/(2x)-2/(1+x)$, is positive, so a more diffuse singlet orbital, $x<1$, gives $\lambda<1$. Here $x=0.887$ and $\lambda=0.83$. The number depends on the single-exponent form, because $r^{-3}$ weights the region near the core: a freely optimized radial function in the same model gives about 0.73, and about 0.70 when the screening by the s electron is included.

In this model atom the mechanism thus exists and has the right sign; the model does not fix its size in mercury. That it is the main reason for $\lambda\approx0.74$ in mercury remains a conjecture. Mixing with other configurations can also move the levels. In a four-component treatment the $p_{1/2}$ and $p_{3/2}$ orbitals have different radial functions as well, so the elements of the jj matrix are no longer tied together by a single $\zeta$ and a single $K$. The 6s6p space with $J=1$ remains two-dimensional for each $M$, but its matrix has to be computed.

## Assessment

The inference from a ratio of 2.6 to a wrong assignment should be withdrawn. The interval rule may be kept with its conditions: $\zeta$ small compared with the distance to the other terms of the configuration (for sp, the singlet-triplet separation), and negligible influence of other configurations and of magnetic interactions between the electrons. If the revised version uses the 2 by 2 matrix for mercury, it should say which coupling element is meant. With $\lambda=1$ the matrix predicts a ratio near 3.3; with $\lambda$ adjusted it describes the measured ratio but does not predict it. The main values used here are listed in the numerical output.

## Numbers as computed

```
Ratio R from the standard matrix (Lande value 2):
  K/zeta = 100.0: R = 2.015
  K/zeta =  10.0: R = 2.154
  K/zeta =   3.0: R = 2.538
  K/zeta =   1.0: R = 3.779
  K/zeta =   0.3: R = 8.729
Triplet weight in (s1/2 p1/2) J=1: 0.6667
Mercury 6s6p, rough measured inputs:
  span 3P2-3P0: 0.8 eV
  gap 1P1-3P0: 2.0 eV
  interval ratio: 2.6
Standard matrix, lam = 1:
  zeta: 0.5333 eV
  K: 0.6923 eV
  off-diagonal element: 0.3771 eV
  unmixed 3P1 above 3P0: 0.2667 eV
  downward shift of 3P1: 0.0821 eV
  the same shift: 0.003015 hartree
  interval 3P1-3P0: 0.1846 eV
  interval 3P2-3P1: 0.6154 eV
  ratio R: 3.333
  singlet weight in 3P1: 0.0452
  R over input rounding: 3.15 to 3.55
Matrix with lam fitted to the rough ratio:
  lam: 0.736
  K: 0.7111 eV
  off-diagonal element: 0.2776 eV
  downward shift of 3P1: 0.0444 eV
  interval 3P1-3P0: 0.2222 eV
  interval 3P2-3P1: 0.5778 eV
  singlet weight in 3P1: 0.0250
  lam over input rounding: 0.68 to 0.80
Model atom (not mercury), core charge 2, s exponent 2 / bohr:
  singlet: p exponent 0.4823 / bohr, mean radius 2.743 angstrom
  no exchange: p exponent 0.5089 / bohr, mean radius 2.599 angstrom
  triplet: p exponent 0.5440 / bohr, mean radius 2.432 angstrom
  lam from the r^-3 integrals: 0.832
```
